\section*{The Hall Factor for Acoustic-Phonon and Ionised-Impurity Scattering}

\section{Definitions and conventions}

Carriers of charge $q$ ($q=-e$ for electrons, $q=+e$ for holes, $e>0$) occupy an isotropic parabolic band, with energy and velocity
\begin{equation}
E=\frac{\hbar^2k^2}{2m},\qquad \mathbf v=\frac{\hbar\mathbf k}{m}.
\label{eq:band}
\end{equation}
For holes, $E$ is the hole energy. The carrier density is $n$ and the equilibrium occupation is $f_0(E)$. In the nondegenerate case $f_0\propto e^{-x}$, with $x=E/k_BT$. The magnetic field is $\mathbf B=B\hat{\mathbf z}$, the current flows along $x$, and no current flows along $y$. The Hall coefficient and the Hall factor $r_H$ are defined by
\begin{equation}
R_H=\frac{E_y}{J_xB}\bigg|_{J_y=0},\qquad R_H\to\frac{r_H}{nq}\quad(B\to0).
\label{eq:def}
\end{equation}
A Hall measurement analysed with $r_H=1$ therefore returns the apparent density $n/r_H$.

Scattering is taken to be elastic, with a rate that depends only on the energy and on the angle $\theta$ between the initial and final wavevectors. Collisions between carriers are left out. The band is treated semiclassically, so Landau quantisation is left out as well.

\section{The Boltzmann equation in a magnetic field}

In a steady, uniform state the force term balances collisions. Since $\hbar\mathbf k=m\mathbf v$,
\begin{equation}
\frac qm(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf v}f=-C[f].
\label{eq:bte}
\end{equation}
Write $f=f_0+\delta f$ with $\delta f$ of first order in $\mathbf E$. Because $\nabla_{\mathbf v}f_0=m\mathbf v f_0'$, with $f_0'=df_0/dE$, and $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$, the magnetic force does not act on $f_0$. It must be kept in the term with $\delta f$:
\begin{equation}
q\,\mathbf E\cdot\mathbf v\,f_0'+\frac qm(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf v}\delta f=-C[\delta f].
\label{eq:lin}
\end{equation}
Try the form
\begin{equation}
\delta f=(-f_0')\,\mathbf v\cdot\mathbf G(E).
\label{eq:ansatz}
\end{equation}

\paragraph{Collisions.} Let $W(E,\theta)$ be the scattering rate per unit solid angle. For elastic scattering with equal forward and reverse rates, the exclusion factors cancel, $f(1-f')-f'(1-f)=f-f'$, so
\begin{equation}
C[\delta f]=(-f_0')\int d\Omega'\,W(E,\theta)\,(\mathbf v-\mathbf v')\cdot\mathbf G .
\end{equation}
Split $\mathbf v'$ into $\mathbf v\cos\theta$ and a part perpendicular to $\mathbf v$. The perpendicular part vanishes on integration over azimuth, since $W$ does not depend on it. Hence
\begin{equation}
C[\delta f]=\frac{\delta f}{\tau(E)},\qquad \frac1\tau=\int d\Omega'\,W(E,\theta)(1-\cos\theta).
\label{eq:tau}
\end{equation}
The relaxation time is thus a result for this class of collisions, not a further assumption.

\paragraph{Magnetic term.} The gradient of (\ref{eq:ansatz}) is $(-f_0')\mathbf G$ plus terms from the energy dependence of $f_0'$ and $\mathbf G$. Those terms point along $\mathbf v$ and drop out of the product with $\mathbf v\times\mathbf B$. Dividing (\ref{eq:lin}) by $-f_0'$ gives
\begin{equation}
-q\,\mathbf E\cdot\mathbf v+\frac qm(\mathbf v\times\mathbf B)\cdot\mathbf G=-\frac{\mathbf v\cdot\mathbf G}{\tau}.
\end{equation}
With $(\mathbf v\times\mathbf B)\cdot\mathbf G=\mathbf v\cdot(\mathbf B\times\mathbf G)$, and because the equation holds for every direction of $\mathbf v$,
\begin{equation}
\mathbf G=q\tau\mathbf E+\frac{q\tau}{m}\,\mathbf G\times\mathbf B .
\label{eq:G}
\end{equation}
Let $S=qB/m$, the signed cyclotron frequency. Since $\mathbf G\times\mathbf B=(G_yB,-G_xB,0)$,
\begin{equation}
G_x=q\tau E_x+S\tau G_y,\qquad G_y=q\tau E_y-S\tau G_x .
\end{equation}
Inserting each equation into the other yields
\begin{equation}
G_x=\frac{q\tau(E_x+S\tau E_y)}{1+S^2\tau^2},\qquad
G_y=\frac{q\tau(E_y-S\tau E_x)}{1+S^2\tau^2}.
\label{eq:Gsol}
\end{equation}

\section{Conductivities and the Hall factor}

Let the density of states, including spin, be $AE^{1/2}$. Over a surface of constant energy the average of $v_iv_j$ is $\delta_{ij}v^2/3=\delta_{ij}\,2E/3m$. The current density is therefore
\begin{equation}
J_i=q\int_0^\infty dE\,AE^{1/2}(-f_0')\frac{2E}{3m}G_i .
\label{eq:J}
\end{equation}
The density, integrated by parts with vanishing boundary terms, is
\begin{equation}
n=\int_0^\infty AE^{1/2}f_0\,dE=\frac{2A}{3}\int_0^\infty E^{3/2}(-f_0')\,dE .
\label{eq:n}
\end{equation}
Eliminating $A$ gives $J_i=(nq/m)\langle G_i\rangle$, where, with $-f_0'\propto e^{-x}$,
\begin{equation}
\langle g\rangle=\frac{\int_0^\infty g\,x^{3/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}.
\label{eq:avg}
\end{equation}
One factor $x^{1/2}$ of the weight comes from the density of states and one factor $x$ from $v^2$. From (\ref{eq:Gsol}),
\begin{equation}
\sigma_{xx}=\frac{nq^2}{m}\left\langle\frac{\tau}{1+S^2\tau^2}\right\rangle,\qquad
\sigma_{xy}=-\sigma_{yx}=\frac{nq^2}{m}\left\langle\frac{S\tau^2}{1+S^2\tau^2}\right\rangle .
\label{eq:sigma}
\end{equation}
The condition $J_y=-\sigma_{xy}E_x+\sigma_{xx}E_y=0$ gives $E_x=(\sigma_{xx}/\sigma_{xy})E_y$. Then $J_x=\sigma_{xx}E_x+\sigma_{xy}E_y$ leads to
\begin{equation}
R_H=\frac{\sigma_{xy}}{B(\sigma_{xx}^2+\sigma_{xy}^2)} .
\label{eq:RH}
\end{equation}
As $B\to0$, $\sigma_{xy}^2$ is negligible beside $\sigma_{xx}^2$, and
\begin{equation}
R_H\to\frac{m}{nq^2}\,\frac SB\,\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}=\frac{1}{nq}\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2},
\qquad r_H=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.
\label{eq:rH}
\end{equation}
The sign of $R_H$ is the sign of $q$. Moreover
\begin{equation}
r_H-1=\frac{\langle(\tau-\langle\tau\rangle)^2\rangle}{\langle\tau\rangle^2}\ge0 ,
\label{eq:var}
\end{equation}
so the Hall factor of an isotropic band measures the relative spread of relaxation times. It depends on how $\tau$ varies with energy, not on its magnitude. With the mobility $\mu=e\langle\tau\rangle/m$, the Hall mobility $|R_H|\sigma_{xx}$ equals $r_H\mu$ in weak field.

\section{Energy dependence of the two scattering rates}

\subsection{Acoustic phonons}

A longitudinal wave of wavevector $\mathbf Q$ and frequency $\omega=c_sQ$ shifts the band edge by a deformation potential $D$ times the dilation. In a crystal of volume $V$ and mass density $\rho$, the squared matrix element for absorption is
\begin{equation}
|M|^2=D^2Q^2\,\frac{\hbar}{2\rho V\omega}\,N_Q,
\end{equation}
with $N_Q+1$ in place of $N_Q$ for emission. If $\hbar\omega\ll k_BT$, both occupation factors are close to $k_BT/\hbar\omega$, and
\begin{equation}
|M|^2=\frac{D^2k_BT}{2\rho Vc_s^2}.
\end{equation}
The factor $Q^2$ has cancelled against $\omega^2$. Scattering is then isotropic, $1-\cos\theta$ averages to one, and the golden rule needs only the density of final states of one spin. Adding absorption and emission,
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{\rho c_s^2}\,\frac{(2m)^{3/2}E^{1/2}}{4\pi^2\hbar^3}
\quad\Rightarrow\quad \tau\propto x^{-1/2}.
\label{eq:ac}
\end{equation}

\subsection{Ionised impurities}

A singly charged impurity in a medium of permittivity $\varepsilon$ with inverse screening length $q_s$ has a potential energy whose Fourier transform has magnitude $e^2/[\varepsilon(Q^2+q_s^2)]$. Elastic scattering gives $Q^2=2k^2(1-\cos\theta)$. In the Born approximation, with impurity density $N_I$ and $y=1-\cos\theta$,
\begin{equation}
\frac1\tau=N_I\frac{\hbar k}{m}\,2\pi\left(\frac{me^2}{2\pi\varepsilon\hbar^2}\right)^2\int_0^2\frac{y\,dy}{(2k^2y+q_s^2)^2}.
\label{eq:born}
\end{equation}
Put $a=q_s^2/2k^2$ and $b=4k^2/q_s^2=2/a$. Since $y/(y+a)^2=1/(y+a)-a/(y+a)^2$, the integral is $L/4k^4$ with
\begin{equation}
L=\ln\frac{2+a}{a}+\frac{a}{2+a}-1=\ln(1+b)-\frac{b}{1+b}.
\label{eq:L}
\end{equation}
Thus $1/\tau\propto k\cdot k^{-4}L\propto E^{-3/2}L$. Without screening, $b\to\infty$ and $L$ diverges: a bare Coulomb potential gives no finite rate until small angles are cut off. The power law used below keeps $L$ finite and replaces it by a constant:
\begin{equation}
\tau\propto x^{3/2}\qquad(L\ \text{constant}).
\label{eq:im}
\end{equation}
A natural energy at which to fix $L$ is $3k_BT$, where the integrand $x^3e^{-x}$ of $\langle\tau\rangle$ is largest. The choice does not affect $r_H$, because a constant factor in $\tau$ cancels in (\ref{eq:rH}).

\section{The two Hall factors}

For $\tau\propto x^s$ the averages are Gamma functions, $\langle x^s\rangle=\Gamma(\tfrac52+s)/\Gamma(\tfrac52)$, so
\begin{equation}
r_H=\frac{\Gamma(\frac52+2s)\,\Gamma(\frac52)}{\Gamma(\frac52+s)^2}.
\label{eq:gamma}
\end{equation}
This requires $\tfrac52+2s>0$; otherwise slow carriers make $\langle\tau^2\rangle$ diverge. From $\Gamma(\tfrac12)=\sqrt\pi$ and $\Gamma(z+1)=z\Gamma(z)$ one has $\Gamma(\tfrac32)=\sqrt\pi/2$, $\Gamma(\tfrac52)=3\sqrt\pi/4$ and
\begin{equation}
\Gamma(\tfrac{11}{2})=\tfrac92\cdot\tfrac72\cdot\tfrac52\cdot\frac{3\sqrt\pi}{4}=\frac{945\sqrt\pi}{32}.
\end{equation}
With $\Gamma(2)=1$ and $\Gamma(4)=6$,
\begin{align}
s=-\tfrac12:\quad r_H&=\frac{\sqrt\pi}{2}\cdot\frac{3\sqrt\pi}{4}=\frac{3\pi}{8}=1.1781,
\label{eq:rac}\\
s=\tfrac32:\quad r_H&=\frac{1}{36}\cdot\frac{945\sqrt\pi}{32}\cdot\frac{3\sqrt\pi}{4}=\frac{315\pi}{512}=1.9328 .
\label{eq:rim}
\end{align}
The impurity value is larger because $\tau$ varies more strongly over the thermal distribution.

These values were tested by solving (\ref{eq:lin}) without assuming a relaxation time. Directions were discretised on a $16\times24$ mesh, with an explicit collision matrix at each of 48 energies. The kernel was isotropic with rate $x^{1/2}$ in one case, and proportional to $(1.5-\cos\theta)^{-2}$ with rate $x^{-3/2}$ in the other. The Hall factors were 1.178097 and 1.932816, in agreement with (\ref{eq:rac}) and (\ref{eq:rim}). A coarser mesh moved them by less than $10^{-11}$.

\section{How weak the field must be}

Let $M_j=\langle\tau^j\rangle$. Expanding (\ref{eq:sigma}) in (\ref{eq:RH}) to relative order $S^2$,
\begin{align}
nqR_H&=\frac{M_2-S^2M_4}{M_1^2-2S^2M_1M_3+S^2M_2^2}\nonumber\\
&=\frac{M_2}{M_1^2}\left[1-S^2\left(\frac{M_4}{M_2}-\frac{2M_3}{M_1}+\frac{M_2^2}{M_1^2}\right)\right].
\label{eq:S2}
\end{align}
The natural parameter is $\beta=\mu B=|S|M_1$. For $\tau=\tau_1x^{-1/2}$ the moments, in powers of $\tau_1$, are $M_1=M_3=4/(3\sqrt\pi)$, $M_2=2/3$ and $M_4=4/3$. The round bracket is $2-2+\pi/4$ in units of $\tau_1^2$, and division by $M_1^2=16/9\pi$ gives the coefficient $9\pi^2/64=1.388$ of $-\beta^2$.

The next term is not of order $\beta^4$. With $s_1=|S|\tau_1$, the integrand of $\sigma_{xy}/S$ contains
\begin{equation}
\frac{x^{3/2}}{x+s_1^2}=x^{1/2}-s_1^2x^{-1/2}+\frac{s_1^4x^{-1/2}}{x+s_1^2}.
\end{equation}
The last term is concentrated at $x\sim s_1^2$, where $e^{-x}\simeq1$, and integrates to $s_1^4\cdot\pi/s_1=\pi s_1^3$. Relative to the leading integral $\Gamma(\tfrac32)$ it is $2\sqrt\pi\,s_1^3$. The corresponding remainder in $\sigma_{xx}$, $s_1^4/(x+s_1^2)$, is of order $s_1^4\ln s_1$. With $s_1=3\sqrt\pi\,\beta/4$,
\begin{equation}
nqR_H=\frac{3\pi}{8}\left[1-\frac{9\pi^2}{64}\beta^2+\frac{27\pi^2}{32}|\beta|^3+\dots\right].
\label{eq:beta}
\end{equation}
The odd power of $|\beta|$ comes from slow carriers: their $\tau$ is so long that $|S|\tau>1$ however weak the field. For impurity scattering, (\ref{eq:S2}) gives the coefficient 5.12 of $-\beta^2$, so the weak-field condition is stricter at equal mobility.

\section{Departures from the model}

\paragraph{Ellipsoidal valleys.} Let a valley have principal masses $m_i$ along the axes, and let $\tau$ depend on energy alone. Put $G_i=m_iu_i$ in (\ref{eq:ansatz}). The steps leading to (\ref{eq:G}) give $m_iu_i=q\tau(\mathbf E+\mathbf u\times\mathbf B)_i$, and the valley contributes $q\langle\mathbf u\rangle$ per carrier to the current. To first order in $B$,
\begin{equation}
u_x=\frac{q\tau}{m_x}E_x+\frac{q^2\tau^2B}{m_xm_y}E_y .
\end{equation}
Take equally populated valleys along the three cubic axes, with longitudinal mass $m_l$ and transverse mass $m_t$. The average of $1/m_x$ is $(1/m_l+2/m_t)/3$, and that of $1/(m_xm_y)$ is $(2/m_lm_t+1/m_t^2)/3$. The Hall factor is multiplied by the second average over the square of the first. With $K=m_l/m_t$,
\begin{equation}
\frac{r_H}{\langle\tau^2\rangle/\langle\tau\rangle^2}=\frac{3K(K+2)}{(2K+1)^2}\le1 .
\label{eq:valley}
\end{equation}
The inequality follows from $(2K+1)^2-3K(K+2)=(K-1)^2$. The bound $r_H\ge1$ of (\ref{eq:var}) therefore does not carry over to a many-valley band.

\paragraph{Mixed scattering.} Adding the two rates gives $1/\tau\propto x^{1/2}+wx^{-3/2}$. The separate mobilities, lattice $\mu_L$ and impurity $\mu_I$, satisfy $\mu_L/\mu_I=w\,\Gamma(2)/\Gamma(4)=w/6$. For small $w$ the integral for $\langle\tau^2\rangle$ loses
\begin{equation}
\int_0^\infty x^{1/2}\left[1-\frac{x^4}{(x^2+w)^2}\right]e^{-x}dx\simeq w^{3/4}\int_0^\infty\frac{z^{1/2}(2z^2+1)}{(z^2+1)^2}dz=\frac{7\sqrt2\,\pi}{8}w^{3/4},
\label{eq:mix}
\end{equation}
where $x=\sqrt w\,z$. The last step uses $2z^2+1=2(z^2+1)-1$ with the integrals $\pi/\sqrt2$ and $\pi/4\sqrt2$. The change of $\langle\tau\rangle$ is smaller, of order $w\ln w$. Dividing by $\Gamma(\tfrac32)$, the Hall factor first falls by the fraction $16.8(\mu_L/\mu_I)^{3/4}$: impurities remove the long relaxation times of slow carriers and so narrow the spread in (\ref{eq:var}). With constant $L$, the computed Hall factor has its minimum, 1.03, at $\mu_L/\mu_I\approx0.11$, and then rises towards 1.93. It does not interpolate monotonically between the two pure values.

\paragraph{Degeneracy.} Equations (\ref{eq:J}) and (\ref{eq:n}) hold for any $f_0$, with weight $x^{3/2}(-df_0/dx)$. For a Fermi level $\eta k_BT$ far above the band edge, this weight has variance $\pi^2/3$ in $x$, and (\ref{eq:var}) gives $r_H-1\simeq s^2\pi^2/3\eta^2$ for $\tau\propto x^s$. The Hall factor then tends to one.

\section{A silicon Hall bar}

Consider lightly doped n-type silicon at 300~K with rough typical parameters: $n=10^{15}$~cm$^{-3}$, $\mu=1400$~cm$^2$/Vs, $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$, where $m_0$ is the free-electron mass. The bar is $t=10~\mu$m thick and $100~\mu$m wide and carries $I=10~\mu$A in $B=0.5$~T. The Hall voltage is $|E_y|$ times the width, so the width cancels:
\begin{equation}
V_H=r_H\frac{IB}{net}=r_H\,\frac{10^{-5}\times0.5}{10^{21}\times1.602\times10^{-19}\times10^{-5}}\ \mathrm V=r_H\times3.12\ \mathrm{mV}.
\end{equation}
The isotropic acoustic model gives $V_H=1.178\times3.12=3.68$~mV. Analysed with $r_H=1$, this voltage would yield an apparent density of $8.5\times10^{14}$~cm$^{-3}$ and a Hall mobility of about 1650~cm$^2$/Vs. For contrast, the constant-logarithm impurity value $315\pi/512$ at the same density would give an apparent density of $5.2\times10^{14}$~cm$^{-3}$. That is a limit of the model without collisions between electrons, not the regime of this sample.

The field is weak: $\beta=0.14\times0.5=0.07$. The two corrections in (\ref{eq:beta}) are $-0.68\%$ and $+0.29\%$, while the full expression (\ref{eq:RH}) gives $-0.48\%$; the difference is the contribution of higher terms. These figures are for an isotropic mass; with silicon's ellipsoidal valleys, the same mobility and the field along a cubic axis, the change is about $-0.8\%$, and it is smaller for a field along $[110]$ or $[111]$. Degeneracy changes $r_H$ by about 2 parts per million. At $10^{19}$~cm$^{-3}$, with acoustic scattering retained for comparison, it would lower $r_H$ to 1.155. The driving field of 4.5~V/cm is far below the kV/cm scale at which carrier heating matters in silicon.

Phonon energies change the acoustic exponent little. For a sound velocity of 9~km/s and the conductivity mass $0.258\,m_0$, a carrier with $E=k_BT$ exchanges at most $0.20\,k_BT$ with a phonon. Keeping the phonon energies and Bose factors in the momentum-loss rate changes that rate by $-0.7\%$ at $k_BT$, and the exponent of $\tau$ between $0.5$ and $2\,k_BT$ is $-0.497$ instead of $-0.5$. Along the heavy axis of a silicon valley the wavevector is larger and the exchange can reach about $0.4\,k_BT$. An isotropic band with that heavy mass would give $-2.5\%$ and $-0.490$.

Larger corrections come from other assumptions, of which four are estimated here.

First, silicon has ellipsoidal valleys. With $K=4.84$, (\ref{eq:valley}) gives 0.871, which lowers the acoustic value from 1.178 to 1.026. This holds if $\tau$ depends on energy alone. Acoustic scattering within a silicon valley also depends on direction, and $K$ is then replaced, to a good approximation, by $m_l\tau_t/(m_t\tau_l)$, where $\tau_l$ and $\tau_t$ are the relaxation times along and across the valley axis. For dilation and uniaxial deformation potentials of 1.1 and 10.5~eV, with the cubic elastic constants of silicon, $\tau_l/\tau_t$ is 0.63 to 0.64 and the factor 0.83 to 0.84; other deformation potentials can move it either way. The value 0.871 is kept below.

Second, electrons also scatter between valleys. As a model, isotropic transitions with a 60~meV phonon ($y_0=2.32$ in units of $k_BT$, occupation $N_0$) add to the acoustic rate $x^{1/2}$ the term $g[N_0(x+y_0)^{1/2}+(N_0+1)(x-y_0)^{1/2}]$, the second part being present for $x>y_0$. For round couplings $g=1$ and $3$, the isotropic-mass Hall factor rises to 1.256 and 1.329. Fast carriers can emit such phonons, so $\tau$ falls more steeply with energy. Multiplication by 0.871 gives 1.09 and 1.16.

Third, there are impurities. With one singly charged impurity per electron, relative permittivity 11.7, the conductivity mass $0.258\,m_0$ and a screening length of 129~nm, the Born rate (\ref{eq:born}) gives an impurity-limited mobility of $4.8\times10^5$~cm$^2$/Vs. The mobility ratio is only 0.003 when the lattice mobility is held at 1400~cm$^2$/Vs, yet the isotropic-mass acoustic value falls from 1.178 to 1.125. The leading law (\ref{eq:mix}) would predict a 21\% fall instead of 4.5\%. Most of the difference comes from the terms it neglects, of relative order $w^{1/4}|\ln w|$ and $w^{1/4}$, which are not small here, where $w\approx0.018$: with constant $L$ the full integrals give a fall of 5.2\%. The energy dependence of $L$ accounts for the small remainder.

The constant logarithm can be judged with the same parameters. Between $k_BT$ and $6k_BT$, $L$ rises from 8.4 to 10.2, and the local exponent of $\tau$ at $3k_BT$ is 1.39 instead of 1.5. Pure impurity scattering with the energy-dependent $L$ gives $r_H=1.80$, about 7\% below $315\pi/512$.

These impurity figures carry the error of the Born approximation, which is only marginal here: $k$ times the effective Bohr radius of 2.4~nm is about one at $k_BT$ and smaller for slow carriers. Summing partial waves for the same screened attraction lowers the pure-impurity Hall factor from 1.80 to about 1.74, raises the impurity-limited mobility by about 6\%, and moves the mixed value from 1.125 to about 1.13.

All these impurity figures leave out collisions between electrons. Such collisions conserve the total momentum but redistribute it over energy, which evens out the drift of slow and fast carriers. With one singly charged impurity per electron, an isotropic mass, equal constant logarithms and no phonons, they lower the pure-impurity Hall factor from 1.93 to about 1.20 and the mobility to about 0.58 of its value. The pure-impurity values above are therefore limits of the model, not predictions for silicon. In the mixed case phonons dominate, and the Hall factor changes by less than one per cent.

Fourth, the band is not exactly parabolic. Take $E(1+\alpha E)=\hbar^2k^2/2m$ with the typical value $\alpha=0.5$~eV$^{-1}$, and let the acoustic rate follow the density of states. The isotropic acoustic Hall factor then rises from 1.178 to about 1.25, or by 6\%, because both $\tau$ and the inverse effective mass fall with energy.

For real lightly doped n-type silicon at room temperature, Hall factors of roughly 1.1 to 1.2 are commonly quoted. The nearness of $3\pi/8$ to these values does not confirm the isotropic acoustic model. Mass anisotropy shifts the result by $-13\%$ if $\tau$ depends on energy alone, intervalley phonons by about $+7$ to $+13\%$ for the couplings chosen, impurities at this doping by about $-4\%$, and nonparabolicity by about $+6\%$. Each shift was estimated separately, and they partly cancel. To obtain the density to a few per cent from a weak-field Hall measurement, one needs a Hall factor calibrated for the material, doping and temperature in use. The main computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
acoustic r_H = 3*pi/8 = 1.178097
impurity r_H = 315*pi/512 = 1.932816
Boltzmann matrix, acoustic r_H: 1.178097
Boltzmann matrix, impurity r_H: 1.932816
mesh shifts, acoustic and impurity: 1.7e-12, 1.1e-13
beta^2 coefficients, acoustic and impurity: 1.3879, 5.1164
|beta|^3 coefficient, acoustic: 8.3275
silicon inputs: T = 300 K, n = 1.0e+15 cm^-3
mobility = 1400 cm2/Vs, B = 0.5 T
thickness 10 um, width 100 um, current 10 uA
m_l = 0.92 m0, m_t = 0.19 m0, eps_r = 11.7, sound = 9.0 km/s
conductivity mass = 0.2583 m0
mean relaxation time = 0.2056 ps
beta = mobility*B = 0.0700
driving field = 4.46 V/cm
Hall voltage if r_H = 1: 3.121 mV
Hall voltage, acoustic, weak field: 3.677 mV
Hall voltage, acoustic, actual field: 3.659 mV
apparent density n/r_H, acoustic: 8.488e+14 cm^-3
apparent density n/r_H, impurity limit: 5.174e+14 cm^-3
Hall mobility, acoustic: 1649 cm2/Vs
finite-field r_H: 1.17248, change -0.48 %
mass ratio K = 4.842, valley factor = 0.8707
r_H with ellipsoidal valleys: 1.0257, grid shift 0.0e+00
apparent density with valleys: 9.749e+14 cm^-3
Fermi level/kT at n: -10.22, r_H change -2.21 ppm
Fermi level/kT at 1e19 cm^-3: -0.88, acoustic r_H 1.1550
acoustic r_H - 1 at Fermi level 50 kT: 3.29e-04
screening length = 129.3 nm
log bracket at E = kT, 3kT, 6kT: 8.369, 9.468, 10.161
exponent of impurity tau at 3kT: 1.394
impurity r_H with running logarithm: 1.7975
impurity-limited mobility: 4.795e+05 cm2/Vs
mobility ratio lattice/impurity at n: 2.92e-03
r_H, acoustic plus impurities at n: 1.1249
relative drop / (mobility ratio)^(3/4): formula 16.817, measured 16.621
lowest mixed r_H: 1.0293 at mobility ratio lattice/impurity 0.11
largest phonon energy at E = kT: 0.201 kT
inelastic/elastic acoustic rate at kT: 0.9929
exponent of acoustic tau, 0.5 to 2 kT: -0.4972
intervalley phonon energy: 60 meV = 2.321 kT
r_H with intervalley coupling 1 and 3: 1.2561, 1.3294
intervalley grid shift: 1.5e-05
\end{verbatim}
